# Does a zigzag head-to-head wall carry less bound charge?

## Question

I have a head-to-head 180° domain wall in a uniaxial ferroelectric. A flat wall perpendicular to the polar axis has bound charge density $2P_0$. If the wall breaks into long, steep teeth, each facet is nearly parallel to the polarization and its density is much lower.

My teeth have period $w=200$ nm and height $h=1000$ nm, and the material resembles lithium niobate, with $P_0\approx70\ \mu$C/cm². The facet density comes out about ten times below that of the flat wall. Does the zigzag therefore need ten times fewer electrons to compensate it? If not, what does the crystal gain by forming one?

## Answer

The tenfold reduction in density is right, but the electron count does not fall. The facets have ten times the area, and the product is unchanged. What can fall is the energy of confining the compensating charge near the wall.

### The charge is fixed by the polarization flux

I use Gaussian units. Let $x$ be the polar axis, with $\mathbf P=+P_0\hat{\mathbf x}$ far to the left of the wall and $-P_0\hat{\mathbf x}$ far to the right. Enclose the wall in a box of cross-section $A$ whose end faces lie in these uniform regions, inside the crystal. Assume that no polarization flux leaves through the side faces.

Bound charge density is $\rho_b=-\nabla\cdot\mathbf P$, so the divergence theorem gives

$$Q_b=-\oint\mathbf P\cdot d\mathbf A .$$

On the left face the outward normal is $-\hat{\mathbf x}$, and the flux is $-P_0A$. On the right face the normal is $+\hat{\mathbf x}$ and the polarization is negative, so the flux is again $-P_0A$. Hence

$$Q_b=-(-P_0A-P_0A)=2P_0A .$$

The interior of the box never entered. The wall may be flat, curved or thick, and $\mathbf P$ may rotate inside it. Rotation can create negative charge in some places, but positive charge elsewhere makes up for it.

As a test, take a wall at $f=15\cos(2\pi y/20)$, lengths in nm, with $P_x=-P_0\tanh[(x-f)/2]$ and a transverse component $0.7P_0\,\mathrm{sech}^2[(x-f)/2]\,[1+\sin(2\pi y/20)]$. The local value of $-\nabla\cdot\mathbf P/P_0$ drops to $-2.2$ nm$^{-1}$, yet the integrated charge per cross-section is $2.000000\,P_0$.

### What happens on a facet

For a sharp wall, shrink the box to a thin pillbox. With $\mathbf n$ the unit normal pointing from left to right,

$$\sigma=\mathbf n\cdot(\mathbf P_{\rm left}-\mathbf P_{\rm right})=2P_0\cos\alpha ,$$

where $\alpha$ is the angle between $\mathbf n$ and the polar axis. A facet advances by $h$ along $x$ over a distance $w/2$ along $y$, so its slope is $2h/w$. Its area per unit projected area is

$$s=\frac1{\cos\alpha}=\sqrt{1+\left(\frac{2h}{w}\right)^2}.$$

Density times area is $(2P_0/s)(sA)=2P_0A$. For your teeth, $s=\sqrt{1+10^2}=10.05$. The density falls from 140 to $140/10.05=13.9\ \mu$C/cm², while the charge stays at 1.4 pC per µm² of cross-section.

### When the wall charge really changes

The result compares walls with the same polarization on the end faces of the box. If closure domains carry flux out through the sides, that flux must be subtracted.

Another exception is a crystal too short for the teeth. Let its length be $L<h$, centred on the zigzag. The wall position $f(y)$ of a triangular tooth is uniformly distributed between $-h/2$ and $h/2$. The left domain reaches the right end face where $f>L/2$, which is a fraction

$$p=\frac{h/2-L/2}{h}=\frac12\left(1-\frac Lh\right)$$

of that face. The mean polarization there is $pP_0-(1-p)P_0=-P_0L/h$. By symmetry it is $+P_0L/h$ on the left face, so

$$Q_{\rm wall}=2P_0A\,\frac Lh .$$

With $L=600$ nm this is $1.2P_0A$. The wall charge has fallen because the teeth cut the polar faces and changed the bound charge there. A zigzag that ends inside the crystal does not do this.

### Without free charge, the distant field is the same

Now separate the spontaneous polarization $\mathbf P_s$, of magnitude $P_0$ in each domain, from the polarization induced by the field. Describe the latter by constant permittivities $\varepsilon_c$ along the axis and $\varepsilon_a$ across it. Take a wide crystal with the wall in the middle and no applied voltage; the equal charges at its two ends then produce no field between them.

The sharp wall has $P_{s,x}=P_0[1-2\Theta(x-f(y))]$, where $\Theta$ is the unit step. Its source charge is therefore $2P_0\,\delta(x-f(y))$, and the potential obeys

$$\varepsilon_c\,\partial_x^2\phi+\varepsilon_a\,\partial_y^2\phi=-8\pi P_0\,\delta(x-f(y)).$$

Average over a period in $y$ and integrate across the whole zigzag. The mean field satisfies $\varepsilon_c[E(+\infty)-E(-\infty)]=8\pi P_0$, and by symmetry the two fields are opposite:

$$E_x=\pm E_0,\qquad E_0=\frac{4\pi P_0}{\varepsilon_c}.$$

The tooth height has dropped out. It survives in two places. Between the tips the mean field passes linearly from $-E_0$ to $+E_0$ as $2xE_0/h$, instead of jumping. The mean-field energy per cross-section is therefore lower than for the flat wall by $(\varepsilon_cE_0^2/8\pi)(2h/3)$, about 600 J/m² in this linear model, so spreading the charge along the axis is a gain wherever it is not compensated locally. The height also survives in the ripples. For the harmonic $\cos k_ny$, with $k_n=2\pi n/w$, the equation becomes

$$\phi_n''-\kappa_n^2\phi_n=-\frac{4\pi\rho_n}{\varepsilon_c},\qquad \kappa_n=k_n\sqrt{\varepsilon_a/\varepsilon_c}.$$

The decaying solution for a unit source on the right of $\phi''-\kappa^2\phi=-\delta(x)$ is $e^{-\kappa|x|}/2\kappa$. Differentiate it and use $\rho_n(x)=(2/w)\int_0^w2P_0\,\delta(x-f)\cos k_ny\,dy$. At a distance $d=x-h/2$ beyond the tips, where $f=h/2-2hy/w$ on the half period $0<y<w/2$, the amplitude is

$$\frac{E_n}{E_0}=\frac4w e^{-\kappa_nd}\int_0^{w/2}e^{-b_ny}\cos k_ny\,dy
=\frac4w\,\frac{b_n\left[1-(-1)^ne^{-\kappa_nh}\right]}{b_n^2+k_n^2}\,e^{-\kappa_nd},$$

with $b_n=2h\kappa_n/w$. The sine term of the integral vanishes at both limits.

With $\varepsilon_c=30$ and $\varepsilon_a=85$, the ripple straight ahead of a tip is 1.6% of $E_0$ at $d=20$ nm and about $10^{-6}$ of it at $d=200$ nm. Beyond that distance the field hardly distinguishes the zigzag from a flat wall.

The linear model gives $E_0=26$ MV/cm, about 130 times a rough coercive field of 0.2 MV/cm. The induced polarization would be $(\varepsilon_c-1)/\varepsilon_c=97\%$ of $P_0$ and opposed to it. This is far outside linear response, so the number shows that an uncompensated wall of either shape is not a credible static state here.

It also fixes a point of bookkeeping. If induced polarization is included, the far polarization in this unscreened model is $P_0-(\varepsilon_c-1)E_0/4\pi=P_0/\varepsilon_c$, and the total bound charge is $2P_0A/\varepsilon_c$. That too is equal for the two shapes.

### With free charge, the electron count is the same

Suppose electrons compensate the wall fully. The distant field is then zero, the distant polarization returns to $P_0$, and the total bound charge is $2P_0A$. Gauss's law requires free charge $-2P_0A$, or

$$N=\frac{2P_0}{e}=8.74\ \text{electrons per nm}^2$$

of cross-section. The zigzag has 0.870 electrons per nm² of facet, and $0.870\times10.05=8.74$.

### What the zigzag gains

Consider one facet away from the tips, with $z$ the distance from it along its normal. Nothing varies along the facet, so the electric field is normal to it, and the relevant permittivity is

$$\varepsilon_n=\varepsilon_c\cos^2\alpha+\varepsilon_a\sin^2\alpha .$$

This is 30 for the flat wall and 84.5 for the facets. The sheet charge sends equal flux to both sides, so the field at its surface is $F=2\pi\sigma/\varepsilon_n$.

Treat the electrons as a zero-temperature gas of mass $m$ in the Thomas–Fermi approximation. Let $U(z)=e\phi(z)$ be the depth of the conduction-band edge below its distant value, and fill the well up to that distant value. The local Fermi energy is then $U$, and

$$n=BU^{3/2},\quad B=\frac{(2m)^{3/2}}{3\pi^2\hbar^3},\qquad \varepsilon_nU''=4\pi e^2BU^{3/2}.$$

Multiply the last equation by $U'$ and integrate. Since $U$ and $U'$ vanish far away, the constant is zero. Dividing by $4\pi e^2$ gives

$$\frac{\varepsilon_nU'^2}{8\pi e^2}=\frac25BU^{5/2}=\frac25nU .$$

The left side is the field energy density and the right side is the electron pressure. At the wall $|U'|=eF$. Writing $U(0)=E_F$ and $n(0)=n_0$,

$$\frac{\pi\sigma^2}{2\varepsilon_n}=\frac25BE_F^{5/2}
\quad\Rightarrow\quad
E_F^{5/2}=\frac{15\pi^3\hbar^3\sigma^2}{4\varepsilon_n(2m)^{3/2}} .$$

The same first integral says $U'=-aU^{5/4}$ with constant $a$. Hence $U^{-1/4}$ grows linearly with $z$, and

$$U=E_F\left(1+\frac z\ell\right)^{-4},\qquad \ell=\frac{4E_F}{eF},$$

where $\ell$ follows from $U'(0)=-4E_F/\ell=-eF$.

Now find the energy per electron. The density is $n_0(1+z/\ell)^{-6}$, so the two sides together hold $2n_0\ell/5$ electrons per facet area. The kinetic energy density is $\frac35nU$ and the field energy density is $\frac25nU$. Their sum is $nU=n_0E_F(1+z/\ell)^{-10}$, which integrates over both sides to $2n_0E_F\ell/9$. Dividing,

$$u=\frac{2n_0E_F\ell/9}{2n_0\ell/5}=\frac59E_F .$$

Since $E_F\propto(\sigma^2/\varepsilon_n)^{2/5}$ and $\sigma=2P_0/s$, this cost falls as $s^{-4/5}$ at fixed permittivity. The number of electrons per cross-section does not change, so the total confinement cost falls by the same factor.

There is also an energy $E_s$ for supplying each electron, for example from the valence band. The full cost per cross-section is

$$W=N\left(E_s+\tfrac59E_F\right).$$

The supply part is proportional to charge, so in this model the zigzag cannot reduce it.

### Numbers for your teeth

I take $m$ to be the free-electron mass and $E_s=4$ eV, roughly the band gap.

| | flat | zigzag |
|---|---:|---:|
| Field at wall (MV/cm) | 26 | 0.93 |
| $E_F$ (eV) | 1.59 | 0.166 |
| $\ell$ (nm) | 2.4 | 7.1 |
| $u$ (eV per electron) | 0.881 | 0.092 |

The confinement cost falls to 0.104 of its flat-wall value. The factor $10.05^{-4/5}=0.158$ comes from spreading the charge, and $(30/84.5)^{2/5}=0.66$ from the larger permittivity normal to the facets.

The total changes much less:

$$W_{\rm flat}=8.738(4+0.881)=42.7\ \text{eV/nm}^2,$$
$$W_{\rm zigzag}=8.738(4+0.092)=35.8\ \text{eV/nm}^2 .$$

The saving is 6.9 eV/nm², or 16% of the flat-wall total. Supplying the electrons costs 35 eV/nm² in both cases.

The saving must pay for extra wall. Let $\gamma$ be the remaining wall energy per area, taken equal for both orientations. The zigzag adds $\gamma(s-1)$ per cross-section, so this particular tooth shape beats the flat wall if

$$\gamma<\frac{6.90}{10.05-1}=0.76\ \text{eV/nm}^2\approx120\ \text{mJ/m}^2 .$$

This is a comparison at fixed $w$ and $h$, not a prediction of the best tooth. For an isotropic permittivity one can go further. If $C$ is the flat wall's confinement cost, minimizing $Cs^{-4/5}+\gamma s$ gives

$$-\tfrac45Cs^{-9/5}+\gamma=0\quad\Rightarrow\quad s^{9/5}=\frac{4C}{5\gamma}.$$

If the right side is below 1, the flat wall is preferred. With $C=7.7$ eV/nm², $s=10$ is the optimum only for $\gamma\approx15$ mJ/m². For $\gamma=150$ mJ/m², a plausible order for a wall in lithium niobate, the optimum is $s\approx2.9$, or about 2.5 with the anisotropic permittivity, and your teeth cost 1.6 eV/nm² more than the flat wall. Confinement energy then favours a moderate zigzag but does not by itself explain teeth as steep as yours. The supply energy is absent: it dominates the bill in the example but does not select the steepness.

### How far to trust the energies

The charge count rests on Gauss's law; the energies rest on a much cruder model. Its weakest part is the flat wall, where the induced polarization is again 97% of $P_0$. A nonlinear dielectric calculation could substantially change the flat wall's confinement cost, and with it the saving and the threshold for $\gamma$. For example, a local quartic Landau energy with the same $P_0$ and $\varepsilon_c$ and no gradient term caps the field at 5–6 MV/cm. It lowers the flat-wall cost to 0.65–0.68 eV per electron, the saving to about 5 eV/nm² and the threshold to about 90 mJ/m². I therefore regard both as estimates. On the zigzag facets, away from the tips, the induced polarization is about 10% of $P_0$, so linear response is more reasonable. The field there has a polar component of only $0.93/10.05=0.09$ MV/cm, below the rough coercive field of congruent material, though not below the few hundredths of a MV/cm typical of stoichiometric or MgO-doped crystals. An ideally sharp tip concentrates the field, so this comparison does not cover the tips themselves.

Quantization of the electron layer matters little for the cost within the same dielectric model. A self-consistent Hartree calculation gives 0.886 eV per electron for the flat wall and 0.0925 eV for the zigzag, each within 1% of the Thomas–Fermi value. Exchange and correlation are left out of both calculations; local-density exchange screened by the same static permittivity would lower each cost by about 6%, more than the effect of quantization.

At 300 K, $k_BT$ is 16% of $E_F$ at the facet and a larger fraction of the local Fermi energy farther out. The zero-temperature profile is thus least reliable in its tail.

The facets are not fully independent either. A fraction $(1+z/\ell)^{-5}$ of the electrons lies beyond distance $z$, so at zero temperature 99% lie within 10.7 nm of the facet. Facets meeting at a tip are closer than twice this distance over roughly the last $21.4\times h/w=107$ nm of the tooth. Counting both ends, the electron tails overlap in this sense along about a fifth of each facet. At 300 K the far tail of an isolated facet is a Boltzmann gas with $n\approx\varepsilon_nk_BT/2\pi e^2z^2$. About 6% of the electrons then lie beyond 10.7 nm and the 99% distance grows to about 57 nm, so by the same criterion the tails overlap along the whole facet. I have not calculated the resulting energy change.

For real lithium niobate, the polarization, permittivities, gap and coercive field above are rough typical values; the tooth dimensions are yours, and the free-electron mass is a simple choice. The confinement costs scale as $m^{-3/5}$, and as $g^{-2/5}$ for $g$ degenerate bands. Doubling the mass or taking three bands lowers the threshold for $\gamma$ to about 80 mJ/m², and halving the mass raises it to about 185 mJ/m². The peak density at the flat wall, $9\times10^{21}$ cm$^{-3}$, is about half an electron per niobium atom, where a single parabolic band is a poor description. The assumption most open to doubt is that the compensating charge is a free electron gas supplied across the gap. Electrons can localize as polarons, and charged defects can take part. The required compensating charge remains $2P_0$ per cross-section, but its energy changes. If donors supplied electrons at 1 eV instead of 4 eV, with the layer otherwise unchanged, the flat-wall total would be $8.738\times1.881=16.4$ eV/nm². The same 6.9 eV/nm² saving would then be 42% of it. The energies of the compensating holes or ions, and elastic energy, are also omitted.

So for your device, budget for the full 8.74 electrons per nm² of cross-section, or the equivalent in other charges. The zigzag changes where they sit and how tightly they are held. The numerical output below lists the values used here.

## Values computed for the example and the checks

```
P0: 70 uC/cm2
permittivity along polar axis: 30
permittivity across polar axis: 85
supply energy per electron: 4 eV
tooth period: 200 nm
tooth height: 1000 nm
area factor s: 10.05
diffuse curved wall, total charge / P0: 2.000000
its most negative local -div P / P0: -2.216 1/nm
flat wall density: 140 uC/cm2
zigzag facet density: 13.93 uC/cm2
zigzag density times s: 140.000 uC/cm2
charge per um2 cross-section: 1.4 pC
electrons per flat wall area: 8.738 1/nm2
electrons per zigzag facet area: 0.8695 1/nm2
crystal length for cut teeth: 600 nm
cut teeth, wall charge / P0: 1.2
unscreened far field, both shapes: 26.35 MV/cm
coercive field (rough input): 0.2 MV/cm
far field / coercive field: 131.8
relative ripple 20 nm beyond tip: 0.01608
relative ripple one period beyond tip: 9.62e-07
facet-normal permittivity, zigzag: 84.46
flat field at wall: 26.35 MV/cm
flat Fermi energy at wall: 1.586 eV
flat electron density at wall: 9.073e+21 1/cm3
flat layer length ell: 2.408 nm
flat Thomas-Fermi cost per electron: 0.8813 eV
flat Hartree cost per electron: 0.886 eV
zigzag field at wall: 0.9315 MV/cm
zigzag Fermi energy at wall: 0.1655 eV
zigzag electron density at wall: 3.058e+20 1/cm3
zigzag layer length ell: 7.108 nm
zigzag Thomas-Fermi cost per electron: 0.09195 eV
zigzag Hartree cost per electron: 0.0925 eV
cost ratio zigzag/flat, Thomas-Fermi: 0.1043
cost ratio zigzag/flat, Hartree: 0.104
supply cost per cross-section, both: 34.95 eV/nm2
total cost per cross-section, flat: 42.65 eV/nm2
total cost per cross-section, zigzag: 35.76 eV/nm2
saving: 6.897 eV/nm2
saving / flat total: 16.2 %
break-even wall energy: 0.762 eV/nm2
break-even wall energy: 122 mJ/m2
induced/spontaneous P at flat wall: 0.967
induced/spontaneous P at zigzag facet: 0.0983
zigzag half-width holding 99% of electrons: 10.7 nm
temperature: 300 K
kT / zigzag Fermi energy: 0.156
```
